**Generalized eigenproblem: Cholesky and symmetric reductions compared**

For Hermitian $H$ and positive definite $S$, the program tests that $Hc=ESc$ has the same eigenvalues as $A_C=L^{-1}H(L^\dagger)^{-1}$ and $A_S=S^{-1/2}HS^{-1/2}$, where $S=LL^\dagger$. The example is an electron in a box of length 1 bohr with two overlapping polynomial basis functions, whose matrices are computed by quadrature and compared with exact symbolic integrals. The program asserts that both reductions reproduce the roots of the secular determinant, that $Q=L^{-1}S^{1/2}$ is unitary, and that $A_C=QA_SQ^\dagger$. It also asserts by quadrature that the resulting wavefunctions are orthonormal, although the plain product of their coefficient vectors is not zero. Complex $5\times5$ matrices, one set with a degenerate level, test the general statements, and an indefinite $S$ shows that complex eigenvalues can then occur. The output gives 5 and 21 hartree by both routes, against exact box energies of 4.9348 and 19.7392 hartree. These differences come from the two-function basis, not from the reductions.

## Numerical check

```python
"""
Result under test: for Hermitian H and positive definite S, H c = E S c has the
same eigenvalues as the Hermitian matrices
    A_chol = L^-1 H (L^dagger)^-1,  S = L L^dagger,
    A_sym  = S^(-1/2) H S^(-1/2),
which obey A_chol = Q A_sym Q^dagger with Q = L^-1 S^(1/2) unitary.
Eigenvectors of different E satisfy c_i^dagger S c_j = 0.
Example: electron in a box of length 1 bohr, two polynomial basis functions.
Energies are in hartree, lengths in bohr, basis functions are dimensionless.
"""
import numpy as np
import scipy.linalg as sla
import sympy as sp
from numpy.polynomial import Polynomial
from scipy.constants import physical_constants


def cholesky_by_elimination(matrix):
    """Split off one row and column at a time, keeping the remainder."""
    remainder = np.array(matrix, dtype=complex)
    size = len(remainder)
    lower = np.zeros((size, size), dtype=complex)
    for k in range(size):
        pivot = remainder[k, k].real
        assert pivot > 0
        lower[k:, k] = remainder[k:, k] / np.sqrt(pivot)
        remainder = remainder - np.outer(lower[:, k], lower[:, k].conj())
    return lower if np.iscomplexobj(matrix) else lower.real


def reductions(H, S):
    L = cholesky_by_elimination(S)
    s, W = np.linalg.eigh(S)
    root = (W * np.sqrt(s)) @ W.conj().T
    inverse_root = (W / np.sqrt(s)) @ W.conj().T
    L_inverse = np.linalg.inv(L)
    A_chol = L_inverse @ H @ L_inverse.conj().T
    A_sym = inverse_root @ H @ inverse_root
    return L, root, inverse_root, A_chol, A_sym, L_inverse @ root


nodes, weights = np.polynomial.legendre.leggauss(12)
nodes, weights = (nodes + 1) / 2, weights / 2


def box_matrices(functions):
    """Overlap and Hamiltonian by quadrature, with -1/2 d^2/dx^2 applied."""
    values = np.array([f(nodes) for f in functions])
    acted = np.array([-0.5 * f.deriv(2)(nodes) for f in functions])
    return (values * weights) @ values.T, (values * weights) @ acted.T


def combine(functions, coefficients):
    return [sum((f * c for f, c in zip(functions, column)), Polynomial([0.0]))
            for column in coefficients.T]


def close(a, b, tolerance=1e-10):
    return np.allclose(a, b, rtol=tolerance, atol=tolerance)


# ---- Box example: quadrature against exact symbolic integrals
basis = [Polynomial([0, 0, 1, -1]), Polynomial([0, 1, -1])]
S, H = box_matrices(basis)
x, energy = sp.symbols("x energy")
symbolic_basis = [x**2 * (1 - x), x * (1 - x)]
S_exact = sp.Matrix(2, 2, lambda i, j: sp.integrate(
    sp.expand(symbolic_basis[i] * symbolic_basis[j]), (x, 0, 1)))
H_exact = sp.Matrix(2, 2, lambda i, j: sp.integrate(sp.expand(
    sp.diff(symbolic_basis[i], x) * sp.diff(symbolic_basis[j], x) / 2), (x, 0, 1)))
assert close(S, np.array(S_exact.tolist(), dtype=float), 1e-13)
assert close(H, np.array(H_exact.tolist(), dtype=float), 1e-13)

# Energies and eigenvectors directly from the determinant and null spaces
secular = sp.Poly((H_exact - energy * S_exact).det(), energy).monic()
exact_roots = sorted(sp.solve(secular.as_expr(), energy))
direct_energies = np.array([float(r) for r in exact_roots])

L, root, inverse_root, A_chol, A_sym, Q = reductions(H, S)
E_chol, Y = np.linalg.eigh(A_chol)
E_sym, Z = np.linalg.eigh(A_sym)
assert close(E_chol, direct_energies) and close(E_sym, direct_energies)
C = np.linalg.solve(L.T, Y)
signs = np.sign(C[1])
C, Y = C * signs, Y * signs
Z = Z * np.sign((inverse_root @ Z)[1])
assert close(inverse_root @ Z, C, 1e-9)
assert close(Y, Q @ Z, 1e-9)
for k, value in enumerate(exact_roots):
    null_vector = (H_exact - value * S_exact).nullspace()[0]
    v = np.array([float(t) for t in null_vector])
    assert abs(v[0] * C[1, k] - v[1] * C[0, k]) < 1e-9

# Closed form of the square root of a 2 x 2 positive matrix
d = np.sqrt(np.linalg.det(S))
assert close(root, (S + d * np.eye(2)) / np.sqrt(np.trace(S) + 2 * d))

# The reduced matrices are Hamiltonians in two orthonormal function bases
for transform, reduced in ((np.linalg.inv(L).T, A_chol), (inverse_root, A_sym)):
    new_S, new_H = box_matrices(combine(basis, transform))
    assert close(new_S, np.eye(2)) and close(new_H, reduced)
first_function = combine(basis, np.linalg.inv(L).T)[0]
norm_first = np.sqrt(weights @ basis[0](nodes)**2)
assert close(first_function(nodes), basis[0](nodes) / norm_first)

# Orthogonality as an integral over wavefunctions, not a plain dot product
wave_overlap, wave_H = box_matrices(combine(basis, C))
assert close(wave_overlap, np.eye(2)) and close(wave_H, np.diag(direct_energies))
plain_dot = C[:, 0] @ C[:, 1]
assert abs(plain_dot) > 1
S_inverse_H = np.linalg.solve(S, H)
assert abs(S_inverse_H[0, 1] - S_inverse_H[1, 0]) > 1
assert close(Q @ Q.T, np.eye(2)) and np.linalg.det(Q) > 0
assert close(Q @ A_sym @ Q.T, A_chol)
angle = np.degrees(np.arctan2(Q[1, 0], Q[0, 0]))

# Exact box energies checked by a finite-difference Hamiltonian
box_exact = np.array([1, 4]) * np.pi**2 / 2
intervals = 500
grid_levels = sla.eigh_tridiagonal(
    np.full(intervals - 1, float(intervals**2)),
    np.full(intervals - 2, -0.5 * intervals**2),
    eigvals_only=True, select="i", select_range=(0, 1))
assert np.allclose(grid_levels, box_exact, rtol=0, atol=1e-3)  # grid error h^2
assert np.all(direct_energies > box_exact)

# ---- Complex matrices with prescribed levels, simple and degenerate
rng = np.random.default_rng(7)
size = 5
G = np.eye(size) + 0.2 * (rng.normal(size=(size, size))
                          + 1j * rng.normal(size=(size, size)))
S_complex = G.conj().T @ G
largest_error = 0.0
for levels in ([-2.0, -0.5, 1.0, 1.8, 3.0], [1.0, 1.0, 2.0, 3.0, 4.0]):
    H_complex = G.conj().T @ np.diag(levels) @ G
    Lc, rootc, invrootc, Ac, As, Qc = reductions(H_complex, S_complex)
    assert close(Lc @ Lc.conj().T, S_complex)
    assert close(Qc.conj().T @ Qc, np.eye(size))
    assert close(Qc @ As @ Qc.conj().T, Ac)
    for reduced, back in ((Ac, np.linalg.inv(Lc).conj().T), (As, invrootc)):
        assert close(reduced, reduced.conj().T)
        found, vectors = np.linalg.eigh(reduced)
        coefficients = back @ vectors
        gram = coefficients.conj().T @ S_complex @ coefficients
        assert close(found, levels, 1e-9) and close(gram, np.eye(size), 1e-9)
        assert close(H_complex @ coefficients,
                     S_complex @ coefficients * found, 1e-9)
        assert close(coefficients @ coefficients.conj().T,
                     np.linalg.inv(S_complex), 1e-9)
        largest_error = max(largest_error, np.max(abs(found - levels)))
    if len(set(levels)) == size:
        # A general solver that never uses Hermiticity or orthogonality
        raw_values, raw_vectors = sla.eig(H_complex, S_complex)
        assert np.max(abs(raw_values.imag)) < 1e-9
        assert close(np.sort(raw_values.real), levels, 1e-9)
        raw_gram = raw_vectors.conj().T @ S_complex @ raw_vectors
        assert np.max(abs(raw_gram - np.diag(np.diag(raw_gram)))) < 1e-9
    else:
        # Two valid eigenvectors of one level need not be S-orthogonal
        columns = np.linalg.inv(G)
        a, b = columns[:, 0], columns[:, 0] + columns[:, 1]
        for vector in (a, b):
            assert close(H_complex @ vector, levels[0] * S_complex @ vector)
        degenerate_overlap = (a.conj() @ S_complex @ b).real
        assert abs(degenerate_overlap) > 0.1

# ---- Indefinite S: real eigenvalues are no longer guaranteed
indefinite = sla.eigvals(np.array([[0.0, 1.0], [1.0, 0.0]]), np.diag([1.0, -1.0]))
assert np.max(abs(indefinite.imag)) > 0.5


def show(label, array, unit, digits=6):
    entries = np.round(np.asarray(array, dtype=float).ravel(), digits) + 0.0
    print(f"{label}: " + ", ".join(f"{v:.{digits}f}" for v in entries)
          + (f" {unit}" if unit else ""))


print("Matrices are listed row by row: 11, 12, 21, 22")
print("box length: 1 bohr")
print("S exact:", ", ".join(str(v) for v in S_exact), "bohr")
print("H exact:", ", ".join(str(v) for v in H_exact), "hartree bohr")
show("S", S, "bohr")
show("H", H, "hartree bohr")
print("monic secular polynomial (energy in hartree):", secular.as_expr())
show("S^-1 H (not symmetric)", S_inverse_H, "hartree", 4)
show("L", L, "bohr^(1/2)")
show("L^-1", np.linalg.inv(L), "bohr^(-1/2)", 4)
show("eigenvalues of S", np.linalg.eigvalsh(S), "bohr")
show("sqrt(det S)", d, "bohr")
show("S^(1/2)", root, "bohr^(1/2)")
show("S^(-1/2)", inverse_root, "bohr^(-1/2)", 4)
show("A_chol", A_chol, "hartree", 4)
show("A_sym", A_sym, "hartree", 4)
show("traces of A_chol, A_sym", [np.trace(A_chol), np.trace(A_sym)], "hartree", 4)
show("determinants of A_chol, A_sym",
     [np.linalg.det(A_chol), np.linalg.det(A_sym)], "hartree^2", 4)
show("Q", Q, "(dimensionless)")
show("rotation angle of Q", angle, "degrees", 3)
show("energies from A_chol", E_chol, "hartree", 4)
show("energies from A_sym", E_sym, "hartree", 4)
hartree_in_eV = physical_constants["Hartree energy in eV"][0]
show("energies converted", E_chol * hartree_in_eV, "eV", 2)
show("exact box energies", box_exact, "hartree", 4)
show("basis-set errors", E_chol - box_exact, "hartree", 4)
for k in range(2):
    show(f"y_{k + 1} (Cholesky)", Y[:, k], "(dimensionless)")
    show(f"z_{k + 1} (symmetric)", Z[:, k], "(dimensionless)")
    show(f"c_{k + 1}", C[:, k], "bohr^(-1/2)", 4)
show("c_1^T S c_2", C[:, 0] @ S @ C[:, 1], "(dimensionless)")
show("c_1^T c_2", plain_dot, "bohr^-1", 4)
show("c_1^T S c_1, c_2^T S c_2", np.diag(C.T @ S @ C), "(dimensionless)")
print(f"complex 5 x 5 tests, largest eigenvalue error below 1e-9: {largest_error < 1e-9}")
show("S-overlap of two unorthogonalized degenerate vectors", degenerate_overlap,
     "(dimensionless)", 4)
show("indefinite S, imaginary parts of E", np.sort(indefinite.imag),
     "(dimensionless)", 4)
print("checks complete")
```

Printed output:

```
Matrices are listed row by row: 11, 12, 21, 22
box length: 1 bohr
S exact: 1/105, 1/60, 1/60, 1/30 bohr
H exact: 1/15, 1/12, 1/12, 1/6 hartree bohr
S: 0.009524, 0.016667, 0.016667, 0.033333 bohr
H: 0.066667, 0.083333, 0.083333, 0.166667 hartree bohr
monic secular polynomial (energy in hartree): energy**2 - 26*energy + 105
S^-1 H (not symmetric): 21.0000, 0.0000, -8.0000, 5.0000 hartree
L: 0.097590, 0.000000, 0.170783, 0.064550 bohr^(1/2)
L^-1: 10.2470, 0.0000, -27.1109, 15.4919 bohr^(-1/2)
eigenvalues of S: 0.000947, 0.041910 bohr
sqrt(det S): 0.006299 bohr
S^(1/2): 0.067192, 0.070774, 0.070774, 0.168298 bohr^(1/2)
S^(-1/2): 26.7165, -11.2350, -11.2350, 10.6665 bohr^(-1/2)
A_chol: 7.0000, -5.2915, -5.2915, 19.0000 hartree
A_sym: 18.5957, -5.7174, -5.7174, 7.4043 hartree
traces of A_chol, A_sym: 26.0000, 26.0000 hartree
determinants of A_chol, A_sym: 105.0000, 105.0000 hartree^2
Q: 0.688518, 0.725219, -0.725219, 0.688518 (dimensionless)
rotation angle of Q: -46.487 degrees
energies from A_chol: 5.0000, 21.0000 hartree
energies from A_sym: 5.0000, 21.0000 hartree
energies converted: 136.06, 571.44 eV
exact box energies: 4.9348, 19.7392 hartree
basis-set errors: 0.0652, 1.2608 hartree
y_1 (Cholesky): 0.935414, 0.353553 (dimensionless)
z_1 (symmetric): 0.387646, 0.921808 (dimensionless)
c_1: 0.0000, 5.4772 bohr^(-1/2)
y_2 (Cholesky): -0.353553, 0.935414 (dimensionless)
z_2 (symmetric): -0.921808, 0.387646 (dimensionless)
c_2: -28.9828, 14.4914 bohr^(-1/2)
c_1^T S c_2: 0.000000 (dimensionless)
c_1^T c_2: 79.3725 bohr^-1
c_1^T S c_1, c_2^T S c_2: 1.000000, 1.000000 (dimensionless)
complex 5 x 5 tests, largest eigenvalue error below 1e-9: True
S-overlap of two unorthogonalized degenerate vectors: 1.0000 (dimensionless)
indefinite S, imaginary parts of E: -1.0000, 1.0000 (dimensionless)
checks complete
```
